# How much of copper's resistivity coefficient comes from phonon softening?

**Problem.** Copper expands when it is heated, and its lattice vibrations become softer. Take a Grüneisen parameter $\gamma=2$, the same for all vibrations, and a volume expansivity $\beta=5\times10^{-5}$ per kelvin. At 300 K, what share of the temperature coefficient of the phonon resistivity,

$$\alpha=\frac1\rho\frac{d\rho}{dT}\quad\text{(constant pressure)},$$

is due to this softening?

The Grüneisen parameter is defined by $\gamma=-d\ln\omega/d\ln V$, where $\omega$ is a phonon frequency and $V$ the volume. The electronic factors in the resistivity are held fixed for now; their effect is estimated near the end.

## A tempting solution

Electrons are scattered by phonons, so let the resistivity be proportional to the number of phonons. At room temperature a mode contains about $N\approx k_BT/\hbar\omega$ of them. All frequencies scale with the Debye temperature $\Theta$, so $\rho\propto T/\Theta$. From the definitions of $\gamma$ and $\beta$,

$$\frac{d\ln\Theta}{dT}=\frac{d\ln\Theta}{d\ln V}\,\frac{d\ln V}{dT}=-\gamma\beta .$$

Therefore

$$\alpha=\frac1T+\gamma\beta=(3.33+0.10)\times10^{-3}\ \text{per K},$$

and the share of softening is $0.10/3.43$, or 2.9 %.

## Where it fails

The derivative of $\Theta$ is right. The fault is the assumption that a phonon scatters equally strongly whatever its frequency. An electron responds to the displacement of the ions, and one quantum in a soft mode moves them further than one quantum in a stiff mode.

For an oscillator of mass $M$ the mean square displacement is

$$\langle x^2\rangle=\frac{\hbar}{2M\omega}(2N+1)\;\to\;\frac{k_BT}{M\omega^2}\qquad(k_BT\gg\hbar\omega).$$

One factor $1/\omega$ comes from the number of quanta, the other from the squared displacement per quantum. The tempting solution kept the first and lost the second. With both, $\rho\propto T/\Theta^2$ and

$$\alpha=\frac1T+2\gamma\beta=(3.333+0.200)\times10^{-3}=3.533\times10^{-3}\ \text{per K}.$$

The share becomes $0.200/3.533$, or 5.66 %. This holds for classical phonons. Copper's Debye temperature is roughly 340 K, so at 300 K the classical limit is not fully reached, and the quantum correction has to be found.

## Resistivity at any temperature

Assume a spherical Fermi surface, an electron distribution that drifts as a whole (an approximation, since scattering also distorts its shape), phonons that stay in equilibrium, and Debye frequencies $\omega\propto q$ up to a cutoff $q_D$, with $\hbar\omega=k_B\Theta$ there. Only normal scattering is kept: an electron that absorbs a phonon of wave vector $\mathbf q$ goes from $\mathbf k$ to $\mathbf k+\mathbf q$.

**Drag on a drifting electron gas.** Let the electrons drift with a small velocity $\mathbf u$. Their occupation is $f_{\mathbf k}=F(\varepsilon_{\mathbf k}-\hbar\mathbf k\cdot\mathbf u)$, where $F$ is the Fermi function with chemical potential $\mu$, so

$$\frac{f_{\mathbf k}}{1-f_{\mathbf k}}=\exp\left[-\frac{\varepsilon_{\mathbf k}-\hbar\mathbf k\cdot\mathbf u-\mu}{k_BT}\right].$$

Write $\mathbf k'=\mathbf k+\mathbf q$. Absorption is proportional to $f_{\mathbf k}(1-f_{\mathbf k'})N$, and the reverse emission to $f_{\mathbf k'}(1-f_{\mathbf k})(N+1)$, with the same matrix element. Using $\varepsilon_{\mathbf k'}-\varepsilon_{\mathbf k}=\hbar\omega$ and $(N+1)/N=e^{\hbar\omega/k_BT}$, their ratio is

$$\frac{\text{emission}}{\text{absorption}}
=e^{-\hbar\omega/k_BT}\,e^{\hbar\mathbf q\cdot\mathbf u/k_BT}\,e^{\hbar\omega/k_BT}
=e^{\hbar\mathbf q\cdot\mathbf u/k_BT}.$$

Without drift the two rates balance at a common value $P$. To first order in $u$, absorption minus emission is $-P\,\hbar\mathbf q\cdot\mathbf u/k_BT$. Each net absorption gives the electrons momentum $\hbar\mathbf q$, so the force on them along $\mathbf u$ is

$$-\frac{\hbar^2(\mathbf q\cdot\mathbf u)^2}{k_BT\,u}P\;\to\;-\frac{\hbar^2q^2u}{3k_BT}P$$

after averaging over the directions of $\mathbf q$. The minus sign shows that this is a drag. Summed over phonons and taken per unit volume, it has magnitude $Ku$. In a steady state the field $E$ balances it: $n_eeE=Ku$, where $n_e$ is the electron density. The current density is $j=n_eeu$, hence $\rho=E/j=K/(n_ee)^2$. It remains to find how $K$ depends on $T$ and $\Theta$.

**Thermal factor.** The rate $P$ contains $N$ times an integral over electron energies. Let $F'=F(\varepsilon+\hbar\omega)$. Since $F'(1-F)=e^{-\hbar\omega/k_BT}F(1-F')$,

$$F-F'=F(1-F')-F'(1-F)=F(1-F')\left(1-e^{-\hbar\omega/k_BT}\right)=\frac{F(1-F')}{N+1}.$$

The area between two Fermi functions displaced by $\hbar\omega$ is $\hbar\omega$, so

$$\int F(1-F')\,d\varepsilon=\hbar\omega(N+1),\qquad P\propto\hbar\omega\,N(N+1).$$

**Powers of $q$.** Four factors enter the sum over phonons.

- The shell of wave vectors between $q$ and $q+dq$ supplies $q^2dq$.
- The number of electron pairs supplies $1/q$. With $\theta$ the angle between $\mathbf k$ and $\mathbf q$, and $m$ the electron mass, $\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\hbar^2(kq\cos\theta+q^2/2)/m$. Integrating the energy delta function over $\cos\theta$ gives $m/(\hbar^2kq)$. Because $\hbar\omega$ is far below the Fermi energy, $k$ may be set to $k_F$. A solution for $\theta$ exists if $q<2k_F$, which holds here: one electron per atom gives $q_D=2^{1/3}k_F$.
- The squared coupling supplies $q^2/\omega$. The potential is taken proportional to the strain, which is $q$ times the displacement, and the squared displacement per quantum goes as $1/\omega$.
- The drag supplies $q^2/k_BT$.

Multiplying these by $P$'s thermal factor cancels $\omega$ outside the Bose functions:

$$\rho\propto\frac1T\int_0^{q_D}q^5N(N+1)\,dq .$$

Set $z=\hbar\omega/k_BT$, so that $q=q_DzT/\Theta$. Six powers of $T/\Theta$ come out of $q^5dq$, and $N(N+1)=e^z/(e^z-1)^2$. With $q_D$ among the fixed factors,

$$\rho\propto\frac{T^5}{\Theta^6}J_5\left(\frac\Theta T\right),\qquad
J_5(x)=\int_0^x\frac{z^5e^z}{(e^z-1)^2}\,dz .$$

This is the Bloch-Grüneisen law.

## The two parts of the coefficient

Let $n=\partial\ln\rho/\partial\ln T$ at fixed $\Theta$, and $x=\Theta/T$. At fixed $\Theta$, $d\ln x/d\ln T=-1$, so

$$n=5-\frac{xJ_5'(x)}{J_5(x)}=5-\frac{x^6e^x}{(e^x-1)^2J_5(x)} .$$

At fixed $T$, $d\ln x/d\ln\Theta=+1$, and therefore

$$\frac{\partial\ln\rho}{\partial\ln\Theta}=-6+\frac{xJ_5'}{J_5}=-6+(5-n)=-(1+n).$$

The chain rule with $d\ln\Theta/dT=-\gamma\beta$ gives

$$\boxed{\alpha=\frac nT+(1+n)\gamma\beta},\qquad
s=\frac{(1+n)\gamma\beta T}{n+(1+n)\gamma\beta T},$$

where $s$ is the share due to softening.

**High temperature.** For small $z$, $e^z/(e^z-1)^2=1/[4\sinh^2(z/2)]\approx z^{-2}(1-z^2/12)$. Hence $J_5\approx x^4/4-x^6/72$, and

$$\rho\propto\frac{T}{4\Theta^2}\left(1-\frac{x^2}{18}\right),\qquad n\approx1+\frac{x^2}{9}.$$

The leading term restores $\rho\propto T/\Theta^2$.

**Low temperature.** For $T\ll\Theta$, $J_5$ tends to a constant and $n\to5$ in this model. Then $s\to6\gamma\beta T/(5+6\gamma\beta T)$. The factor $T$ alone makes this share vanish as $T\to0$. The expansivity $\beta$, which must be taken at the same temperature, also vanishes there and makes the fall steeper.

## Numbers for copper at 300 K

With $\Theta=340$ K, $x=1.1333$ and $J_5=0.38438$. The expression for $n$ gives $n=1.139$, close to the expansion's $1+x^2/9=1.143$. The two parts are

$$\frac nT=\frac{1.139}{300}=3.797\times10^{-3}\ \text{per K},$$

$$(1+n)\gamma\beta=2.139\times2\times5\times10^{-5}=0.214\times10^{-3}\ \text{per K}.$$

Their sum is $\alpha=4.011\times10^{-3}$ per K, and

$$s=\frac{0.214}{4.011}=5.3\ \%.$$

Softening thus supplies about five percent of the coefficient. The quantum correction raises both parts, but it raises the thermal part by a larger factor, 1.139 against $2.139/2=1.070$, so the share falls below the classical 5.66 %.

As a test of the thermal algebra, the drag was also integrated numerically from drifted Fermi functions, with the same powers of $q$, at 299 and 301 K. Differences with and without softening gave a share of 5.33 %, equal to the formula's value to the digits shown. Both rest on the rigid drift. Letting the distribution also vary with electron energy raises $n$ to 1.149 and lowers the share to 5.31 %, so the result is good to two digits.

## Does the Debye spectrum matter?

Suppose that the resistivity is a sum over modes with arbitrary temperature-independent weights. Each mode contributes in proportion to $N(N+1)/T=1/[4T\sinh^2(y/2)]$, with $y=\hbar\omega/k_BT$. Since $d\ln y/d\ln T=-1$, its own exponent is

$$n_y=-1+y\coth\frac y2 .$$

This is 1 for $y\to0$ and increases with $y$, because

$$\frac{d}{dy}\left(y\coth\frac y2\right)=\frac{\sinh y-y}{2\sinh^2(y/2)}>0 .$$

The exponent of the sum is the average of the $n_y$, weighted by each mode's resistivity. If no mode lies above 340 K, $n$ is therefore between 1 and 1.210. The relation $\partial\ln\rho/\partial\ln\Theta=-(1+n)$ survives, because each contribution is $1/T$ times a function of $\omega/T$.

The share can be written $s=1/[1+n/((1+n)\gamma\beta T)]$, which falls as $n$ rises. It therefore lies between 5.20 % and 5.66 %. Umklapp scattering, in which a reciprocal lattice vector is added to $\mathbf q$, changes the weights; as long as they remain independent of temperature, the bracket stays the same. The bracket does require the same $\gamma$ for all modes, and it rests on the rigid drift. If the distribution may vary with electron energy, modes all at 340 K give $n\approx1.24$ or somewhat more for backscattering, and the lower end falls to about 5.1 %. Copper's highest modes also lie slightly above 340 K, near 350 K, which lowers it by a few hundredths of a percent more.

## A narrow interconnect

Let a copper line, treated here as free to expand, have a phonon resistivity of 1.70 µΩ cm at 300 K, a rough value for copper, and an assumed 2.00 µΩ cm from surfaces and grain boundaries. Take the second part as additive and independent of temperature. The slope $d\rho/dT$ is then that of the phonon part, 6.82 nΩ cm per K, of which softening supplies 0.36. The share of the slope is still 5.3 %, although the line's own coefficient falls to

$$4.011\times10^{-3}\times\frac{1.70}{1.70+2.00}=1.84\times10^{-3}\ \text{per K}.$$

For a finite rise to 380 K, with constant $\gamma$ and $\beta$, $\Theta$ falls to 337.3 K. The phonon resistivity reaches 2.248 µΩ cm, against 2.211 with $\Theta$ held at 340 K. Softening supplies $0.037/0.548$, or 6.8 % of the rise.

This exceeds 5.3 % because the accumulated softening multiplies the resistivity at the final temperature, which is larger than that at 300 K. In the classical limit, to first order in the softening over an interval $\Delta T$, the extra resistivity is proportional to $T_f\,2\gamma\beta\Delta T$ and the total rise to $\Delta T(1+2\gamma\beta T_f)$, where $T_f$ is the final temperature. Their ratio is $0.076/1.076=7.1$ % at 380 K, near the full result.

## What real copper changes

The measured coefficient of bulk copper near room temperature is roughly $4\times10^{-3}$ per K, so the model has the right size. One omission is that expansion also alters the electron density, the Fermi surface and the coupling. Pressure data contain all volume effects together. With a rough pressure coefficient of the resistivity of $-0.02$ per GPa and a rough bulk modulus of 140 GPa, $d\ln V=-dP/B$ gives

$$\left(\frac{\partial\ln\rho}{\partial\ln V}\right)_T\approx140\times0.02=2.8 .$$

Softening alone gives $(1+n)\gamma=4.28$. On these rough figures the remaining factors contribute about $-1.5$ and cancel about a third of it. The net share of expansion is then about 3.6 %. This figure is only as good as the one-digit pressure coefficient: between $-0.015$ and $-0.025$ per GPa the cancelled part runs from a half to a fifth, and the net share from 2.7 % to 4.4 %. The five percent is the gross contribution of softening; it is not the amount by which $\alpha$ would fall if expansion were prevented.

Copper on a chip is also not free to expand. Consider an elastic, isotropic blanket film held in-plane by silicon, with rough linear expansivity $a_s=0.30\times10^{-5}$ per K, while copper has $a=\beta/3=1.667\times10^{-5}$ per K. Let $\sigma'$ be the in-plane stress per kelvin, $Y$ Young's modulus and $\nu=0.34$ a rough Poisson ratio. Matching the in-plane strain requires $a_s=a+(1-\nu)\sigma'/Y$. The surface is free of normal stress, so the out-of-plane expansivity is

$$a-\frac{2\nu\sigma'}Y=a+\frac{2\nu}{1-\nu}(a-a_s)=3.075\times10^{-5}\ \text{per K}.$$

Adding $2a_s$ gives a volume expansivity of $3.675\times10^{-5}$ per K, 73 % of the free value. If the frequencies depend on volume alone, the softening share drops to 4.0 %. Copper crystals are far from isotropic, however, and films are usually textured. With rough elastic constants $C_{11}=168$, $C_{12}=121$, $C_{44}=75$ GPa, the volume expansivity is 65 % of the free value for a (111) film and 85 % for a (100) film, giving shares of 3.5 % and 4.6 %. A line enclosed in dielectric is constrained differently, and plastic flow would also change this figure.

A smaller correction separates resistivity from resistance. For a free sample, $R=\rho L/A$ and $L/A\propto V^{-1/3}$, so the coefficient of $R$ is lower by $\beta/3$, about 0.4 % of $\alpha$. Frequency shifts at fixed volume, phonon drag and departures from additive resistivities are left out and have not been sized here. The values used are collected in the numerical output below.

## Computed results

```
Gruneisen parameter: 2.0
volume expansivity: 5.0e-05 1/K
temperature: 300 K
Debye temperature (rough): 340 K
theta/T: 1.1333
Bloch integral J5: 0.38438
exponent n: 1.1392
classical thermal term 1/T: 3.333e-03 1/K
classical softening term: 2.000e-04 1/K
classical total: 3.533e-03 1/K
classical softening share: 5.66 %
Bloch thermal term n/T: 3.797e-03 1/K
Bloch softening term: 2.139e-04 1/K
Bloch total coefficient: 4.011e-03 1/K
Bloch softening share, formula: 5.33 %
softening share, direct drag: 5.33 %
exponent, all modes at cutoff: 1.2096
share, all modes at cutoff: 5.20 %
phonon resistivity at 300 K (rough): 1.70 uohm cm
residual resistivity (assumed): 2.00 uohm cm
slope d(rho)/dT: 6.819 nohm cm/K
softening part of slope: 0.364 nohm cm/K
coefficient of narrow line: 1.843e-03 1/K
temperature of use: 380 K
softened Debye temperature in use: 337.29 K
phonon resistivity in use, no softening: 2.2108 uohm cm
phonon resistivity in use, softening: 2.2480 uohm cm
line resistivity in use: 4.2480 uohm cm
softening share of the rise: 6.79 %
pressure coefficient (rough): -0.02 1/GPa
bulk modulus (rough): 140 GPa
volume exponent, softening: 4.28
volume exponent, net: 2.80
volume exponent, electronic: -1.48
coefficient with electronic part: 3.937e-03 1/K
net expansion share: 3.6 %
softening over that coefficient: 5.4 %
Poisson ratio (rough): 0.34
silicon linear expansivity (rough): 3.0e-06 1/K
copper linear expansivity beta/3: 1.667e-05 1/K
clamped out-of-plane expansivity: 3.075e-05 1/K
clamped volume expansivity: 3.675e-05 1/K
clamped over free expansivity: 0.735
clamped softening share: 3.98 %
free resistance coefficient: 3.995e-03 1/K
```
